**Third-order energy from first-order orbitals: silicon's zone-centre optical phonon**

The program tests the statement that first-order orbitals fix the Kohn–Sham energy E(u) = E0 + E1 u + E2 u² + E3 u³ + … through third order, for a system with a gap and a basis that does not move. Here u is the change in length of the [111] bond of silicon, treated in the local-density approximation with the Appelbaum–Hamann local pseudopotential and plane waves. It solves one self-consistent first-order problem and compares E2, E3 and the first-order density with finite differences of separately converged displaced crystals. It asserts these agreements, the vanishing of E1 by symmetry, and error exponents near 4 for the first-order trial orbitals and near 2 for frozen orbitals. The output gives E3 = −9.88299 eV/Å³ by both routes, with a relative difference of about 1 × 10⁻⁷, and exponents of 4.000 and 2.000. It also prints the separate parts of E3, the phonon frequency of 16.93 THz and the size of the cubic and quartic terms at a thermal amplitude. Repeated runs show that a denser k mesh or a higher cutoff changes E3 by about 2%, and a 1% larger lattice constant by about 10%.

## Program and output

```python
"""
Result under test: for a gapped Kohn-Sham system the first-order orbitals fix
the total energy through third order in a perturbation u.
  E(u) = E0 + E1 u + E2 u^2 + E3 u^3 + ...   (plain Taylor coefficients)
  E3 = f sum <psi1_i|H1|psi1_i> - f sum <psi1_i|psi1_j><psi0_j|H1|psi0_i>
       + int V2 n1 + int V3 n0 + (1/6) int exc'''(n0) n1^3 + E3(ion-ion)
Symbols: f = 2 electrons per orbital; psi0, psi1 = orbitals of order 0 and 1,
psi1 orthogonal to all occupied psi0; V1, V2, V3 = Taylor coefficients of the
external potential; n0, n1 = densities; H1 = V1 + first-order Hartree-xc
potential; exc = xc energy per volume.
Case: silicon, zone-centre optical phonon, u = change of the [111] bond length.
Level: LDA (Slater + Perdew-Wang), Appelbaum-Hamann local pseudopotential,
plane waves. Hartree atomic units inside, eV and angstrom in the printout.
The two atoms sit at +-Delta/2, so inversion makes all Fourier components real.
"""
from collections import Counter
from itertools import permutations, product
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy import fft
from scipy.linalg import eigh

HA = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius") * 1e10          # angstrom
N = 24                                            # FFT points per axis
N3 = N**3
OCC = 4                                           # occupied bands
Z, ALPHA, PS1, PS2 = 4.0, 0.6102, 3.042, -1.372   # pseudopotential, a.u.
AXIS = np.ones(3) / np.sqrt(3)


def make_xc():
    """xc energy per volume and its first three density derivatives."""
    n = sp.symbols("n", positive=True)
    rs = float((3 / (4 * np.pi))**(1 / 3)) * n**sp.Rational(-1, 3)
    exchange = -0.75 * float((3 / np.pi)**(1 / 3)) * n**sp.Rational(4, 3)
    A = 0.0310907
    root = sp.sqrt(rs)
    poly = 7.5957 * root + 3.5876 * rs + 1.6382 * rs * root + 0.49294 * rs**2
    corr = -2 * A * (1 + 0.21370 * rs) * sp.log(1 + 1 / (2 * A * poly))
    e = exchange + n * corr
    return [sp.lambdify(n, sp.diff(e, n, j) if j else e, "numpy", cse=True)
            for j in range(4)]


XC = make_xc()


def fixed_point(step, x, tol):
    """Anderson-accelerated solution of x = step(x)."""
    xs, rs = [], []
    for _ in range(80):
        r = step(x) - x
        if np.abs(r).max() < tol:
            return x + r
        xs, rs = (xs + [x])[-7:], (rs + [r])[-7:]
        new = x + 0.7 * r
        if len(xs) > 1:
            dx = np.array([x - p for p in xs[:-1]]).T
            dr = np.array([r - p for p in rs[:-1]]).T
            theta = np.linalg.lstsq(dr, r, rcond=None)[0]
            new = new - (dx + 0.7 * dr) @ theta
        x = new
    raise RuntimeError("no self-consistency")


def k_mesh(n):
    """Odd multiples of (2 pi/a)/n, reduced by axis permutations and inversion."""
    count = Counter()
    for trip in product(range(1, 2 * n, 2), repeat=3):
        images = [tuple(sorted((s * m + t) % (2 * n) for m in trip))
                  for s in (1, -1) for t in (0, n)]
        count[min(images)] += 1
    total = sum(count.values())
    return [(np.array([m if m < n else m - 2 * n for m in key]) / n, c / total)
            for key, c in count.items()]


def to_grid(values):
    return fft.ifftn(values.reshape(N, N, N)).real.ravel() * N3


def to_fourier(values):
    return fft.fftn(values.reshape(N, N, N)).real.ravel() / N3


class Silicon:
    def __init__(self, a, cutoff, mesh):
        self.vol = a**3 / 4
        self.bond = np.sqrt(3) * a / 4
        unit = 2 * np.pi / a
        self.B = unit * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
        freq = np.rint(np.fft.fftfreq(N) * N).astype(int)
        ints = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), -1)
        ints = ints.reshape(-1, 3)
        G = ints @ self.B
        G2 = (G**2).sum(1)
        self.coul = np.zeros(N3)
        self.coul[1:] = 4 * np.pi / G2[1:]
        short = (np.pi / ALPHA)**1.5 * (
            PS1 + PS2 * (1.5 / ALPHA - G2 / (4 * ALPHA**2)))
        self.pseudo = np.exp(-G2 / (4 * ALPHA)) * (short - Z * self.coul)
        self.pseudo /= self.vol
        self.pseudo[0] = 0.0
        # finite G = 0 remainder of pseudopotential plus Coulomb tail
        self.const = 2 * OCC * 2 / self.vol * (np.pi * Z / ALPHA + short[0])
        self.g = G @ AXIS / 2
        g, L = self.g, self.bond
        self.V = [self.pseudo * t for t in (
            2 * np.cos(g * L), -2 * g * np.sin(g * L),
            -g**2 * np.cos(g * L), g**3 * np.sin(g * L) / 3)]
        self.k = []
        for kvec, w in k_mesh(mesh):
            kin = 0.5 * ((G + unit * kvec)**2).sum(1)
            sel = np.flatnonzero(kin < cutoff)
            J = ints[sel]
            D = J[:, None] - J[None]
            assert np.abs(D).max() < N // 2       # density fits on the grid
            D = D % N
            index = (D[..., 0] * N + D[..., 1]) * N + D[..., 2]
            self.k.append((w, sel, kin[sel], index))
        big = np.arange(-20, 21)
        big = np.stack(np.meshgrid(big, big, big, indexing="ij"), -1)
        big = big.reshape(-1, 3) @ self.B
        big2 = (big**2).sum(1)
        keep = big2 > 1e-8
        self.ionG2, self.ionp = big2[keep], big[keep] @ AXIS

    def ion_weights(self, eta):
        return (4 * np.pi * Z**2 / self.vol
                * np.exp(-self.ionG2 / (4 * eta)) / self.ionG2)

    def ion_energy(self, u, eta=2.0):
        """Ewald sum; eta is so large that the real-space part vanishes."""
        phase = 1 + np.cos(self.ionp * (self.bond + u))
        return (self.ion_weights(eta) @ phase - 2 * Z**2 * np.sqrt(eta / np.pi)
                - np.pi * (2 * Z)**2 / (2 * self.vol * eta))

    def ion_taylor(self):
        p, w = self.ionp, self.ion_weights(2.0)
        s, c = np.sin(p * self.bond), np.cos(p * self.bond)
        return [None, -w @ (p * s), -w @ (p**2 * c) / 2, w @ (p**3 * s) / 6]

    def real_space(self, coef, sel):
        box = np.zeros((OCC, N3), complex)
        box[:, sel] = coef.T
        box = fft.ifftn(box.reshape(OCC, N, N, N), axes=(1, 2, 3))
        return box * (N3 / np.sqrt(self.vol))

    def density(self, left, right):
        """f sum Re(left* right), averaged over permutations of the axes."""
        n = sum(2 * k[0] * (l.conj() * r).real.sum(0)
                for k, l, r in zip(self.k, left, right))
        return sum(n.transpose(p) for p in permutations(range(3))).ravel() / 6

    def grids(self, coefs):
        return [self.real_space(c, k[1]) for c, k in zip(coefs, self.k)]

    def hxc(self, n):
        return to_grid(self.coul * to_fourier(n)) + XC[1](n)

    def hamiltonian(self, vhat, k):
        H = vhat[k[3]]
        H[np.diag_indices(len(H))] += k[2]
        return H

    def orbitals(self, v, u):
        vhat = self.pseudo * 2 * np.cos(self.g * (self.bond + u)) + to_fourier(v)
        return [eigh(self.hamiltonian(vhat, k), subset_by_index=[0, OCC - 1],
                     check_finite=False)[1] for k in self.k]

    def ground(self, u, start, tol):
        def step(v):
            psi = self.grids(self.orbitals(v, u))
            return self.hxc(self.density(psi, psi))
        return fixed_point(step, start, tol)

    def energy(self, coefs, u):
        """Total energy functional of any orthonormal orbitals, and density."""
        psi = self.grids(coefs)
        n = self.density(psi, psi)
        nh = to_fourier(n)
        ext = self.pseudo * 2 * np.cos(self.g * (self.bond + u))
        kinetic = sum(2 * k[0] * (k[2] @ (c**2).sum(1))
                      for c, k in zip(coefs, self.k))
        e = kinetic + self.vol * (ext @ nh + 0.5 * self.coul @ nh**2
                                  + XC[0](n).mean())
        return e + self.ion_energy(u) + self.const, n

    def response(self, v, tol):
        """First-order orbitals and the energy coefficients they determine."""
        vhat = self.V[0] + to_fourier(v)
        eig = [eigh(self.hamiltonian(vhat, k), check_finite=False)
               for k in self.k]
        c0 = [C[:, :OCC] for _, C in eig]
        psi0 = self.grids(c0)
        n0 = self.density(psi0, psi0)
        fxc = XC[2](n0)

        def first_order(w):
            h1 = self.V[1] + to_fourier(w)
            c1 = []
            for (e, C), k in zip(eig, self.k):
                occ, emp = C[:, :OCC], C[:, OCC:]
                force = emp.T @ (h1[k[3]] @ occ)
                c1.append(-emp @ (force / (e[OCC:, None] - e[None, :OCC])))
            return c1, 2 * self.density(psi0, self.grids(c1))

        def kernel(n1):
            return to_grid(self.coul * to_fourier(n1)) + fxc * n1

        w = fixed_point(lambda x: kernel(first_order(x)[1]), np.zeros(N3), tol)
        c1, n1 = first_order(w)
        h1 = self.V[1] + to_fourier(kernel(n1))
        n0h, n1h = to_fourier(n0), to_fourier(n1)
        ion = self.ion_taylor()
        direct = overlap = 0.0
        for a, b, k in zip(c0, c1, self.k):
            M = h1[k[3]]
            direct += 2 * k[0] * np.trace(b.T @ M @ b)
            overlap -= 2 * k[0] * np.trace((b.T @ b) @ (a.T @ M @ a))
        parts = {
            "psi1-H1-psi1": direct,
            "overlap": overlap,
            "V2 with n1": self.vol * self.V[2] @ n1h,
            "V3 with n0": self.vol * self.V[3] @ n0h,
            "third xc derivative": self.vol * (XC[3](n0) * n1**3).mean() / 6,
            "ion-ion": ion[3]}
        gap = (min(e[OCC] for e, _ in eig) - max(e[OCC - 1] for e, _ in eig))
        return dict(
            c0=c0, c1=c1, n1=n1, parts=parts, gap=gap,
            E1=self.vol * self.V[1] @ n0h + ion[1],
            E2=self.vol * (0.5 * self.V[1] @ n1h + self.V[2] @ n0h) + ion[2],
            E3=sum(parts.values()))


# ---- inputs -------------------------------------------------------------
a_ang, cut_eV, h_ang, T = 5.43, 165.0, 0.02, 300.0
mass_u = 28.0855
a, cut, h = a_ang / BOHR, cut_eV / HA, h_ang / BOHR
cell = Silicon(a, cut, 4)

# the Ewald energy must not depend on its splitting parameter
assert abs(cell.ion_energy(0.1, 2.0) - cell.ion_energy(0.1, 1.6)) < 1e-9

# ---- one ground state and one first-order problem -------------------------
uniform = np.full(N3, 2 * OCC / cell.vol)
v0 = cell.ground(0.0, cell.hxc(uniform), 1e-10)
E0 = cell.energy(cell.orbitals(v0, 0.0), 0.0)[0]
res = cell.response(v0, 1e-10)
E2, E3 = res["E2"], res["E3"]
assert res["gap"] > 0 and E2 > 0
assert abs(res["E1"]) < 1e-7                      # forbidden by site symmetry
assert max(np.abs(p.T @ q).max() for p, q in zip(res["c0"], res["c1"])) < 1e-10

# ---- independent road: separately converged displaced crystals ------------
E, dens, trial, frozen = {}, {}, {}, {}
for m in (-2, -1, 1, 2):
    u = m * h
    v = cell.ground(u, v0, 1e-10)
    E[m], dens[m] = cell.energy(cell.orbitals(v, u), u)
    mixed = [np.linalg.qr(p + u * q)[0] for p, q in zip(res["c0"], res["c1"])]
    trial[m] = cell.energy(mixed, u)[0] - E[m]
    frozen[m] = cell.energy(res["c0"], u)[0] - E[m]

odd = {m: (E[m] - E[-m]) / (2 * (m * h)**3) for m in (1, 2)}
even = {m: (E[m] + E[-m] - 2 * E0) / (2 * (m * h)**2) for m in (1, 2)}
E3_fd = (4 * odd[1] - odd[2]) / 3
E2_fd = (4 * even[1] - even[2]) / 3
E4_fd = (even[2] - even[1]) / (3 * h**2)
n1_fd = (8 * (dens[1] - dens[-1]) - (dens[2] - dens[-2])) / (12 * h)
n1_err = np.abs(n1_fd - res["n1"]).max() / np.abs(res["n1"]).max()
assert n1_err < 1e-3
assert abs(E2 / E2_fd - 1) < 1e-4
assert abs(E3 / E3_fd - 1) < 1e-3

# error of the trial energy: positive, and of fourth order in u
assert min(trial.values()) > 0 and min(frozen.values()) > 0
p_trial = np.log2((trial[2] + trial[-2]) / (trial[1] + trial[-1]))
p_frozen = np.log2((frozen[2] + frozen[-2]) / (frozen[1] + frozen[-1]))
assert abs(p_trial - 4) < 0.15
assert abs(p_frozen - 2) < 0.15

# ---- phonon scale and neglected effects -----------------------------------
mu = 0.5 * mass_u * const.atomic_mass / const.m_e
omega = np.sqrt(2 * E2 / mu)
kT = const.k * T / const.e / HA
amp = np.sqrt(1 / (2 * mu * omega) / np.tanh(omega / (2 * kT)))
variants = {}
for name, args in (("denser k mesh", (a, cut, 8)),
                   ("cutoff 230 eV", (a, 230.0 / HA, 4)),
                   ("lattice +1%", (1.01 * a, cut, 4))):
    other = Silicon(*args)
    r = other.response(other.ground(0.0, v0, 1e-8), 1e-8)
    variants[name] = (r["E2"], r["E3"])

# ---- printout ---------------------------------------------------------------
c2, c3, c4 = HA / BOHR**2, HA / BOHR**3, HA / BOHR**4
print(f"lattice constant (input)          {a_ang:.2f} angstrom")
print(f"bond length at u = 0              {cell.bond * BOHR:.4f} angstrom")
print(f"plane-wave cutoff (input)         {cut_eV:.0f} eV")
print(f"k points: full zone / reduced     32 / {len(cell.k)}")
print(f"atomic mass (input)               {mass_u:.4f} u")
print(f"displacement step (input)         {h_ang:.2f} angstrom")
print(f"total energy per cell E0          {E0 * HA:.4f} eV")
print(f"Kohn-Sham gap on the mesh         {res['gap'] * HA:.3f} eV")
print(f"E1 from orbitals                  {res['E1'] * HA / BOHR:.1e} eV/angstrom")
print(f"E2 from first-order orbitals      {E2 * c2:.5f} eV/angstrom^2")
print(f"E2 from finite differences        {E2_fd * c2:.5f} eV/angstrom^2")
print(f"E3 from first-order orbitals      {E3 * c3:.5f} eV/angstrom^3")
print(f"E3 from finite differences        {E3_fd * c3:.5f} eV/angstrom^3")
print(f"relative difference in E3         {abs(E3 / E3_fd - 1):.1e}")
print(f"relative difference in n1 (max)   {n1_err:.1e}")
for name, value in res["parts"].items():
    print(f"E3 part, {name:24s} {value * c3:.5f} eV/angstrom^3")
for m in (1, 2):
    t = (trial[m] + trial[-m]) / 2 * HA * 1e6
    z = (frozen[m] + frozen[-m]) / 2 * HA * 1e6
    print(f"mean error at |u| = {m * h_ang:.2f} angstrom: "
          f"first-order trial {t:.4f}, frozen {z:.1f} micro-eV")
print(f"error exponent, first-order trial {p_trial:.3f}")
print(f"error exponent, frozen orbitals   {p_frozen:.3f}")
print(f"phonon frequency                  {omega * HA * const.e / const.h / 1e12:.2f} THz")
print(f"phonon energy                     {omega * HA * 1e3:.2f} meV")
print(f"temperature (input)               {T:.0f} K")
print(f"one-cell rms amplitude            {amp * BOHR:.4f} angstrom")
print(f"harmonic energy at rms amplitude  {E2 * amp**2 * HA * 1e3:.3f} meV")
print(f"cubic energy at rms amplitude     {E3 * amp**3 * HA * 1e3:.3f} meV")
print(f"E4 from finite differences        {E4_fd * c4:.3f} eV/angstrom^4")
print(f"quartic energy at rms amplitude   {E4_fd * amp**4 * HA * 1e3:.3f} meV")
for name, (e2, e3) in variants.items():
    print(f"{name:14s} E2 {e2 * c2:.4f} eV/angstrom^2 ({100 * (e2 / E2 - 1):+.2f}%), "
          f"E3 {e3 * c3:.4f} eV/angstrom^3 ({100 * (e3 / E3 - 1):+.2f}%)")
print("ALL CHECKS PASSED")
```

It prints:

```
lattice constant (input)          5.43 angstrom
bond length at u = 0              2.3513 angstrom
plane-wave cutoff (input)         165 eV
k points: full zone / reduced     32 / 5
atomic mass (input)               28.0855 u
displacement step (input)         0.02 angstrom
total energy per cell E0          -231.1581 eV
Kohn-Sham gap on the mesh         2.702 eV
E1 from orbitals                  -4.7e-14 eV/angstrom
E2 from first-order orbitals      8.23372 eV/angstrom^2
E2 from finite differences        8.23372 eV/angstrom^2
E3 from first-order orbitals      -9.88299 eV/angstrom^3
E3 from finite differences        -9.88299 eV/angstrom^3
relative difference in E3         9.7e-08
relative difference in n1 (max)   1.5e-07
E3 part, psi1-H1-psi1             3.32309 eV/angstrom^3
E3 part, overlap                  -1.78172 eV/angstrom^3
E3 part, V2 with n1               4.52602 eV/angstrom^3
E3 part, V3 with n0               -0.02922 eV/angstrom^3
E3 part, third xc derivative      -0.25087 eV/angstrom^3
E3 part, ion-ion                  -15.67029 eV/angstrom^3
mean error at |u| = 0.02 angstrom: first-order trial 1.7870, frozen 8415.6 micro-eV
mean error at |u| = 0.04 angstrom: first-order trial 28.5867, frozen 33656.3 micro-eV
error exponent, first-order trial 4.000
error exponent, frozen orbitals   2.000
phonon frequency                  16.93 THz
phonon energy                     70.01 meV
temperature (input)               300 K
one-cell rms amplitude            0.0493 angstrom
harmonic energy at rms amplitude  20.003 meV
cubic energy at rms amplitude     -1.183 meV
E4 from finite differences        4.076 eV/angstrom^4
quartic energy at rms amplitude   0.024 meV
denser k mesh  E2 8.0568 eV/angstrom^2 (-2.15%), E3 -9.6420 eV/angstrom^3 (-2.44%)
cutoff 230 eV  E2 8.2979 eV/angstrom^2 (+0.78%), E3 -9.7013 eV/angstrom^3 (-1.84%)
lattice +1%    E2 7.5226 eV/angstrom^2 (-8.64%), E3 -8.8811 eV/angstrom^3 (-10.14%)
ALL CHECKS PASSED
```
